\section*{Cubic Resistivity Scaling of the Nonlocal Valley Hall Resistance}

\section{A voltage that charge flow alone cannot explain}

Current is driven across a long conducting bar from one edge to the other, and a voltage is read between the two edges some distance away. If only charge diffusion is considered, this voltage comes from current lines that bulge along the bar. It is proportional to the resistivity, and away from the contacts it decays exponentially with a decay length of about a third of the bar width. For a bar $1\,\mu$m wide with a resistivity of $2\,\mathrm{k\Omega}$ per square, the charge-only resistance at $5\,\mu$m is $0.38\,\mathrm{m\Omega}$. If the carriers also have the valley Hall conductivity and valley diffusion length used below, the same bar gives about $154\,\mathrm{m\Omega}$. An analysis without valley transport is then wrong by a factor of 400, and a valley Hall conductivity cannot be extracted without knowing how the signal depends on resistivity.

For a narrow bar ($W\ll\ell$), distant contacts ($L\gg W$) and a small valley Hall angle $\theta=\sigma_v\rho$, with $\theta^2L/\ell$ also small, the valley part of the nonlocal resistance is
\begin{equation}
R_v=\frac{W}{2\ell}\,\sigma_v^2\rho^3 e^{-L/\ell}.
\label{eq:main}
\end{equation}
Here $W$ is the width, $L$ the distance between current and voltage contacts, $\rho$ the bulk resistivity, $\sigma_v$ the valley Hall conductivity and $\ell$ the valley diffusion length. The signal is cubic in $\rho$ when $\sigma_v$, $\ell$, $W$ and $L$ are all held fixed. Fixing $\sigma_v$ alone is not enough.

\section{Currents, relaxation and edges}

The bar lies along $x$, with edges at $y=\pm h$ and $h=W/2$. Valleys $+$ and $-$ are related by time reversal, so they have equal conductivities $\sigma/2$, with $\sigma=1/\rho$, and opposite Hall conductivities $\pm\sigma_v/2$. Let $\phi_\pm$ be the electrochemical potentials expressed as voltages. In linear response the transport currents, without circulating magnetization currents, are
\begin{equation}
\mathbf j_\pm=-\frac{\sigma}{2}\nabla\phi_\pm\mp\frac{\sigma_v}{2}\,\hat{\mathbf z}\times\nabla\phi_\pm .
\label{eq:valleys}
\end{equation}
Define the charge potential $\phi=(\phi_++\phi_-)/2$ and the valley potential $v=(\phi_+-\phi_-)/2$. The sum and difference of \eqref{eq:valleys} are
\begin{align}
\mathbf j&=\mathbf j_++\mathbf j_-=-\sigma\nabla\phi-\sigma_v\,\hat{\mathbf z}\times\nabla v,\label{eq:j}\\
\mathbf j_v&=\mathbf j_+-\mathbf j_-=-\sigma\nabla v-\sigma_v\,\hat{\mathbf z}\times\nabla\phi.\label{eq:jv}
\end{align}
Thus $\sigma_v$ is the transverse valley current $j_+-j_-$ per unit field. The valley Hall angle is described by $\theta=\sigma_v/\sigma=\sigma_v\rho$.

Charge is conserved, so $\nabla\cdot\mathbf j=0$. The valley imbalance relaxes in a time $\tau_v$. With total density of states $\nu$, each valley stores charge $e^2\nu/2$ per unit area and volt, and the difference of the two stored charges is $e^2\nu v$. Hence $\nabla\cdot\mathbf j_v=-e^2\nu v/\tau_v$. For uniform coefficients $\nabla\cdot(\hat{\mathbf z}\times\nabla f)=0$, so the Hall terms leave the bulk equations:
\begin{equation}
\nabla^2\phi=0,\qquad \nabla^2v=\frac{v}{\ell^2},\qquad
\ell^2=\frac{\sigma\tau_v}{e^2\nu}=D\tau_v ,
\label{eq:bulk}
\end{equation}
where $\sigma=e^2\nu D$ defines the diffusion constant $D$.

The coupling survives at the edges. Since $\hat{\mathbf z}\times\nabla f=(-\partial_yf,\partial_xf)$, a current $I$ entering at the lower edge and leaving at the upper edge, both at $x=0$, requires at $y=\pm h$
\begin{align}
-\sigma\partial_y\phi-\sigma_v\partial_xv&=I\delta(x),\label{eq:edgec}\\
-\sigma\partial_yv-\sigma_v\partial_x\phi&=0.\label{eq:edgev}
\end{align}
The second condition says that contacts and edges pass no valley current. Edge channels and extra valley relaxation at the edges are excluded. The measured quantity is
\begin{equation}
R(x)=\frac{U(x)}{I},\qquad U(x)=\phi(x,-h)-\phi(x,h).
\label{eq:R}
\end{equation}

\section{First derivation: current balance in a narrow bar}

Take $W\ll\ell$ and any $\theta$. Integrate the longitudinal valley current over the width. From \eqref{eq:jv}, $j_{v,x}=-\sigma\partial_xv+\sigma_v\partial_y\phi$, so
\begin{equation}
J_v=\int_{-h}^{h}j_{v,x}\,dy=-\sigma W\bar v'-\sigma_vU,
\label{eq:Jv}
\end{equation}
where $\bar v$ is the average of $v$ over the width and a prime means $d/dx$. The last term has a minus sign because $\int\partial_y\phi\,dy=\phi(h)-\phi(-h)=-U$. No valley current crosses the edges, so integrating the relaxation equation gives
\begin{equation}
J_v'=-\frac{\sigma W}{\ell^2}\,\bar v .
\label{eq:balance}
\end{equation}

A second relation between $U$ and $\bar v$ comes from the transverse charge current. Integrating $j_y=-\sigma\partial_y\phi-\sigma_v\partial_xv$ over the width gives $\sigma U-\sigma_vW\bar v'$. The narrow-bar approximation enters here. For variations along $x$ that are slow on the scale $W$, $j_y$ is nearly the same at all $y$ and equals its edge value $I\delta(x)$. The delta function also contains rapid variations, but these do not reach distances $L\gg W$. Therefore
\begin{equation}
\sigma U-\sigma_vW\bar v'=WI\delta(x)
\;\Rightarrow\;
U=W\left[\rho I\delta(x)+\theta\bar v'\right].
\label{eq:U}
\end{equation}
Away from the source no transverse charge current flows. The Hall current driven by the valley gradient is cancelled by an ohmic current, and that ohmic current needs the voltage $U$.

Insert \eqref{eq:U} into \eqref{eq:Jv}, using $\sigma_v\rho=\theta$ and $\sigma_v\theta=\sigma\theta^2$:
\begin{equation}
J_v=-\sigma W(1+\theta^2)\bar v'-\theta WI\delta(x).
\end{equation}
Differentiate, use \eqref{eq:balance}, and multiply by $-\ell^2/(\sigma W)$:
\begin{equation}
\bar v-\ell_\theta^2\bar v''=\ell^2\theta\rho I\,\delta'(x),\qquad
\ell_\theta=\ell\sqrt{1+\theta^2}.
\label{eq:vode}
\end{equation}
The decaying solution of $G-\ell_\theta^2G''=\delta(x)$ is $G=e^{-|x|/\ell_\theta}/(2\ell_\theta)$: its slope jumps by $-1/\ell_\theta^2$ at the origin, as the delta function requires. Since \eqref{eq:vode} has $\delta'$ as its source, $\bar v=\ell^2\theta\rho I\,G'$, or
\begin{equation}
\bar v(x)=-\frac{\theta\rho I}{2(1+\theta^2)}\,\mathrm{sgn}(x)\,e^{-|x|/\ell_\theta}.
\label{eq:v}
\end{equation}
The two sides of the source carry opposite imbalances because the valley current flows along the bar from one side to the other. For $x=L>0$, $U=W\theta\bar v'$. The derivative of the exponential supplies a second minus sign, so the voltage is positive:
\begin{equation}
R_v=\frac{W\rho\theta^2}{2\ell(1+\theta^2)^{3/2}}
\exp\left[-\frac{L}{\ell\sqrt{1+\theta^2}}\right].
\label{eq:narrow}
\end{equation}

For small $\theta$, the prefactor tends to $W\rho\theta^2/(2\ell)$. The exponential is $e^{-L/\ell}[1+\theta^2L/(2\ell)+\dots]$, so small $\theta^2$ must be joined by small $\theta^2L/\ell$. Setting $\theta=\sigma_v\rho$ then gives \eqref{eq:main}. One factor $\theta$ turns charge current into valley current, the factor $\rho$ turns that valley current into a gradient of the valley potential, and the second $\theta$ turns this gradient into a transverse voltage.

The opposite limit is instructive. For fixed $\ell$ and $\sigma_v$, with $\theta\gg1$ and $\theta\gg L/\ell$, the exponential tends to one and $\rho\theta^2/\theta^3=1/\sigma_v$. Then $R_v\to W/(2\ell\sigma_v)$, independent of resistivity. Between the limits, $d\ln\theta=d\ln\rho$, and the logarithmic derivative of \eqref{eq:narrow} is
\begin{align}
\frac{d\ln R_v}{d\ln\rho}
&=1+2-\frac{3\theta^2}{1+\theta^2}+\frac{L}{\ell}\frac{\theta^2}{(1+\theta^2)^{3/2}}\nonumber\\
&=\frac{3}{1+\theta^2}+\frac{L}{\ell}\frac{\theta^2}{(1+\theta^2)^{3/2}} .
\label{eq:slope}
\end{align}
At leading order this is $3+(L/\ell-3)\theta^2$. When $L>3\ell$, the exponent first rises above three before it falls towards zero.

\section{Second derivation: Fourier modes of the full bar}

Now keep the width finite. Write each field as $f(x)=\int(dk/2\pi)e^{ikx}f_k$. The transverse current $j_y$ is the same at both edges, so $\phi$ is odd in $y$ and, by \eqref{eq:edgev}, $v$ is even. The solutions of \eqref{eq:bulk} are
\begin{equation}
\phi_k=A\sinh ky,\qquad v_k=B\cosh qy,\qquad q^2=k^2+\ell^{-2}.
\end{equation}
At $y=h$, condition \eqref{eq:edgev} reads $-\sigma qB\sinh qh-ik\sigma_vA\sinh kh=0$, hence
\begin{equation}
B=-i\theta\,\frac{k}{q}\,\frac{\sinh kh}{\sinh qh}\,A .
\label{eq:B}
\end{equation}
Condition \eqref{eq:edgec} reads $-\sigma kA\cosh kh-ik\sigma_vB\cosh qh=I$. Insert \eqref{eq:B}; the product $(-i)(-i)=-1$ gives both terms the same sign:
\begin{equation}
-\sigma kA\cosh kh\,(1+\theta^2F)=I,\quad
F=\frac{k}{q}\tanh kh\,\coth qh .
\end{equation}
By parity the conditions at $y=-h$ are then met too. Since $R_k=-2A\sinh(kh)/I$,
\begin{equation}
R(x)=\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,e^{ikx}\,
\frac{2\rho\tanh kh}{k\,(1+\theta^2F)} .
\label{eq:full}
\end{equation}
This is the full solution of the stated model for any $\theta$ and $W/\ell$.

\subsection{The charge leakage}

At $\theta=0$ and $x>0$, close the contour in the upper half-plane. The poles of $\tanh kh$ lie at $k_n=i(2n+1)\pi/W$, with residue $1/h$. Therefore
\begin{align}
R_0(x)&=2\rho i\sum_{n\ge0}\frac{e^{ik_nx}}{hk_n}
=\frac{4\rho}{\pi}\sum_{n\ge0}\frac{e^{-(2n+1)\pi x/W}}{2n+1}\nonumber\\
&=\frac{2\rho}{\pi}\ln\coth\frac{\pi x}{2W}.
\label{eq:leak}
\end{align}
The last step uses $\sum z^{2n+1}/(2n+1)=\tfrac12\ln[(1+z)/(1-z)]$ with $z=e^{-\pi x/W}$. At large distance the leakage is $(4\rho/\pi)e^{-\pi x/W}$, linear in $\rho$.

\subsection{The valley pole}

Expand $1/(1+\theta^2F)$ to first order in $\theta^2$. The added integrand is
\begin{equation}
-2\rho\theta^2\tanh^2(kh)\,\frac{\coth qh}{q}\,e^{ikx}.
\end{equation}
Because $\coth(qh)/q$ is even in $q$, it has no branch cut. It has a pole at $q=0$, that is $k=i/\ell$, where
\begin{equation}
\frac{\coth qh}{q}\simeq\frac{1}{hq^2}=\frac{1}{h(k-i/\ell)(k+i/\ell)}
\end{equation}
has residue $\ell/(2ih)$. The other poles have decay rates of at least $\pi/W$, so this one dominates at large distance if $W<\pi\ell$. With $\tanh^2(ih/\ell)=-\tan^2(h/\ell)$, the residue theorem gives
\begin{align}
R_v&=i\,(-2\rho\theta^2)\left(-\tan^2\frac{h}{\ell}\right)\frac{\ell}{2ih}\,e^{-L/\ell}\nonumber\\
&=\rho\theta^2\,\frac{2\ell}{W}\tan^2\!\left(\frac{W}{2\ell}\right)e^{-L/\ell}.
\label{eq:pole}
\end{align}
The width changes the coefficient but not the power: the signal is still $\sigma_v^2\rho^3$ times a function of lengths. For $W\ll\ell$, $\tan(W/2\ell)\simeq W/2\ell$ and \eqref{eq:pole} becomes \eqref{eq:main}. The first relative correction is $W^2/(6\ell^2)$.

The same pole gives the valley potential. To first order in $\theta$, $A=-\rho I/(k\cosh kh)$ and \eqref{eq:B} becomes $B=i\theta\rho I\tanh(kh)/(q\sinh qh)$. Near the pole $1/(q\sinh qh)\simeq1/(hq^2)$, and $\tanh(ih/\ell)=i\tan(h/\ell)$, so
\begin{equation}
v(L)=-\theta\rho I\,\frac{\ell}{W}\tan\!\left(\frac{W}{2\ell}\right)e^{-L/\ell}.
\label{eq:vpole}
\end{equation}
In the narrow limit this is \eqref{eq:v} at small $\theta$.

\section{What each derivation assumes}

Both derivations assume linear diffusion, uniform coefficients and sealed edges. The first also assumes $W\ll\ell$ and $L\gg W$, but leaves $\theta$ free. It therefore reveals the saturation and the condition on $\theta^2L/\ell$. It cannot give the leakage, since it discards variations on the scale $W$. The second, once expanded, assumes small $\theta$ and small $\theta^2L/\ell$ but does not need $W\ll\ell$, and it supplies the leakage. Its pole formula \eqref{eq:pole} holds at large distance for $W<\pi\ell$, but the distance needed grows as $W$ approaches $\pi\ell$: at $L=5\ell$ the formula is about 1\% too high for $W=1.5\ell$ and almost 40\% too high for $W=2.2\ell$. They meet in the unexpanded \eqref{eq:full}: for $kh,qh\ll1$, $F\to k^2/q^2$ and
\begin{equation}
R_k\to\rho W\,\frac{k^2+\ell^{-2}}{(1+\theta^2)k^2+\ell^{-2}} .
\end{equation}
At the pole $k=i/\ell_\theta$ the numerator is $\theta^2/[\ell^2(1+\theta^2)]$, and the inverse denominator has residue $\ell_\theta/[2i(1+\theta^2)]$. Multiplying these by $i\rho W$ gives the prefactor of \eqref{eq:narrow}.

Both also use the bulk $\rho$. An ordinary longitudinal measurement returns an effective conductivity that differs from $1/\rho$. For a uniform field $E$ along $x$, $\phi=-Ex$ and $v=v_0\sinh(y/\ell)$. Condition \eqref{eq:edgev} requires $\partial_yv=\theta E$ at the edges, so $\partial_yv=\theta E\cosh(y/\ell)/\cosh(h/\ell)$. Averaging $j_x=\sigma E+\sigma_v\partial_yv$ over the width gives
\begin{equation}
\sigma_{\rm eff}=\sigma\left[1+\theta^2\,\frac{\tanh(h/\ell)}{h/\ell}\right].
\end{equation}
The difference is of order $\theta^2$ and does not alter the small-angle law.

\subsection{The assumptions in numbers}

Take $W=1\,\mu$m, $L=5\,\mu$m, $\ell=1.5\,\mu$m and $\sigma_v=e^2/h=38.74\,\mu$S. At $\rho=2\,\mathrm{k\Omega}$, $\theta=0.0775$, and \eqref{eq:main} gives
\begin{equation}
R_v=\frac{1}{3}\,(0.0775)^2\,(2000\,\Omega)\,e^{-3.333}=143\,\mathrm{m\Omega}.
\end{equation}
The finite-width factor is 1.079, which raises this to $154\,\mathrm{m\Omega}$. The valley potential per unit current is $-2.87\,\Omega$, so the second conversion returns only about a twentieth of it as a voltage. Leakage equals the valley signal at $2.58\,\mu$m; at $5\,\mu$m it is smaller by a factor of 400.

A finite-element solution of the valley-resolved equations \eqref{eq:valleys}, with the $\theta=0$ solution subtracted, tests these formulas. With all lengths and $\sigma_v$ fixed it gives $19.3$, $154$ and $1236\,\mathrm{m\Omega}$ at 1, 2 and $4\,\mathrm{k\Omega}$. Equation \eqref{eq:pole} gives $19.3$, $154$ and $1232\,\mathrm{m\Omega}$. The numerical exponents for the two doublings are 3.001 and 3.003. Their small excess over three has the sign predicted by \eqref{eq:slope} for $L/\ell=3.33$.

The small-angle condition fails at higher resistivity: $\theta=1$ at $25.8\,\mathrm{k\Omega}$, and the saturation value of the narrow-bar formula is $8.6\,\mathrm{k\Omega}$. These are limits of the model, not predictions for the graphene bar discussed below. At fixed mobility and 100 K that bar never exceeds about $13\,\mathrm{k\Omega}$, and in graphene $25.8\,\mathrm{k\Omega}$ would correspond to a Fermi wavenumber times mean free path of about 0.5, too small for metallic diffusion. At $\theta=1$ and $x=2\,\mu$m, the full integral \eqref{eq:full} and the finite-element solution both give $R/\rho=0.0486$.

\subsection{When the diffusion length is not fixed}

Suppose $\rho$ is changed through scattering alone, at fixed $\nu$, $\tau_v$ and $\sigma_v$. Then $D\propto1/\rho$ and $\ell\propto\rho^{-1/2}$. In the narrow, small-angle law, $\ln R_v$ contains $-\ln\ell-L/\ell$, so
\begin{equation}
\frac{d\ln R_v}{d\ln\rho}=3-\frac12\left(\frac{L}{\ell}-1\right)=\frac72-\frac{L}{2\ell}.
\end{equation}
For $L/\ell=3.33$ this local exponent is 1.8, although $\sigma_v$ is fixed and $\theta$ is small. The finite width of the example bar raises it to 1.9.

\subsection{Gating a gapped graphene bar}

In a real gapped sheet, a gate changes $\rho$ and $\sigma_v$ together. For a massive Dirac band with half-gap $\Delta$ and velocity $u$, let $\varepsilon=\sqrt{\Delta^2+\hbar^2u^2k^2}$. The velocity operators are $u\sigma_x$ and $u\sigma_y$, with $\sigma_{x,y,z}$ here the Pauli matrices. The interband product $\langle c|\sigma_x|v\rangle\langle v|\sigma_y|c\rangle$ equals $\langle c|\sigma_x\sigma_y|c\rangle-\langle\sigma_x\rangle\langle\sigma_y\rangle$. Since $\sigma_x\sigma_y=i\sigma_z$, its imaginary part has magnitude $\Delta/\varepsilon$. The Berry curvature is twice this, times $\hbar^2u^2/(2\varepsilon)^2$, which is $\hbar^2u^2\Delta/(2\varepsilon^3)$. Integrating it over $d^2k/(2\pi)^2$ with $k\,dk=\varepsilon\,d\varepsilon/(\hbar u)^2$, and multiplying by $e^2/\hbar$ and by four for spins and valleys, gives the intrinsic value
\begin{equation}
\sigma_v=\frac{2e^2}{h}\int_\Delta^\infty d\varepsilon\,\frac{\Delta}{\varepsilon^2}\left[f(-\varepsilon)-f(\varepsilon)\right],
\end{equation}
where $f$ is the Fermi function. With the chemical potential in the gap and many $k_BT$ away from both band edges, this is $2e^2/h$; carriers added to the band reduce it.

The example is set near graphene aligned to hexagonal boron nitride, with rough values: velocity $u=10^6$ m/s, half-gap 15 meV, 100 K, mobility $50\,000\,\mathrm{cm^2/Vs}$ and a valley diffusion length of order a micrometre. Hold the mobility and $\tau_v=29\,$ps fixed. As $\rho$ rises from 1 to $4\,\mathrm{k\Omega}$, the chemical potential falls from 41 to 19 meV, the intrinsic $\sigma_v$ rises from 0.85 to 1.50 $e^2/h$, and $\ell$ falls from 1.75 to $1.33\,\mu$m. The first drift alone would raise the average exponent to 3.83, the second alone would lower it to 2.57, and together they give 3.40. At $2\,\mathrm{k\Omega}$ the band value $\sigma_v=1.19\,e^2/h$ would raise $R_v$ from 154 to about $217\,\mathrm{m\Omega}$. The constant-coefficient assumption is thus the one most clearly broken by gating. The mean free path, 0.15 to $0.23\,\mu$m, is below the width but not negligible, so diffusion is only a fair approximation. It is least reliable for the charge leakage, whose decay length is only $0.32\,\mu$m. Valley loss at contacts and edge conduction have not been sized. The sheet is also taken as uniform, although at $4\,\mathrm{k\Omega}$ the carrier density is only about $3\times10^{10}\,\mathrm{cm^{-2}}$, where charge puddles can matter.

These exponents hold for the intrinsic $\sigma_v$ only, and disorder changes it. Take weak, Gaussian scalar disorder whose range is short compared with the Fermi wavelength but which does not mix the valleys. If crossed impurity lines are neglected, scattering multiplies the intrinsic contribution at a Fermi energy $\varepsilon>\Delta$ by $1+4y+3y^2$, with $y=(\varepsilon^2-\Delta^2)/(\varepsilon^2+3\Delta^2)$. This factor is 4.6 at 41 meV. But the crossed lines, which describe skew scattering from pairs of nearby defects, enter at the same order and cancel most of the increase. The full factor is $16\varepsilon^2\Delta^2/(\varepsilon^2+3\Delta^2)^2$, only 1.09 at 41 meV, and it falls below one for $\varepsilon>3\Delta=45$ meV. After thermal averaging, $\sigma_v$ then rises from about 0.9 to 1.7 $e^2/h$ as $\rho$ rises from 1 to $4\,\mathrm{k\Omega}$, and the average exponent with both drifts is about 3.4, close to the intrinsic result. Without the crossed lines it would be about 2.3, so an incomplete treatment of disorder can mislead. This estimate still holds the mobility fixed, which short-range disorder alone would not do. The weak-disorder factors also need a large Fermi wavenumber times mean free path; at $4\,\mathrm{k\Omega}$ this product is only about 3 and the chemical potential lies within half a $k_BT$ of the band edge, so the estimate is rough there. Other kinds of disorder give other values, so the intrinsic formula alone does not predict the exponent of a real sample.

An exponent near three therefore supports \eqref{eq:main} only if the drifts of $\sigma_v$ and $\ell$ are known, since they can partly cancel. The numerical output below lists the intrinsic $\sigma_v$ and the value of $\ell$ for each resistivity.

\section*{Computed values}
\begin{verbatim}
Width W, distance L, diffusion length ell: 1.0, 5.0, 1.5 um
Valley Hall conductivity e^2/h: 38.740 uS
-- resistivity 1 kOhm
valley Hall angle theta: 0.0387
R_v narrow cubic law: 17.85 mOhm
R_v with finite width: 19.26 mOhm
R_v finite elements: 19.26 mOhm
ohmic leakage: 0.192 mOhm
band sigma_v / (e^2/h): 0.845
chemical potential: 40.9 meV
ell at fixed valley lifetime: 1.748 um
mean free path: 0.225 um
-- resistivity 2 kOhm
valley Hall angle theta: 0.0775
R_v narrow cubic law: 142.77 mOhm
R_v with finite width: 154.06 mOhm
R_v finite elements: 154.14 mOhm
ohmic leakage: 0.384 mOhm
band sigma_v / (e^2/h): 1.187
chemical potential: 28.4 meV
ell at fixed valley lifetime: 1.500 um
mean free path: 0.175 um
-- resistivity 4 kOhm
valley Hall angle theta: 0.1550
R_v narrow cubic law: 1142.19 mOhm
R_v with finite width: 1232.45 mOhm
R_v finite elements: 1235.63 mOhm
ohmic leakage: 0.768 mOhm
band sigma_v / (e^2/h): 1.497
chemical potential: 18.8 meV
ell at fixed valley lifetime: 1.327 um
mean free path: 0.146 um
-- scaling and limits
exponent 1 to 2 kOhm, finite elements: 3.0008
exponent 2 to 4 kOhm, finite elements: 3.0030
valley potential at L, 2 kOhm, per current: -2.871 Ohm
finite-width factor over W/(2 ell): 1.0790
distance where leakage equals R_v, 2 kOhm: 2.58 um
resistivity at theta = 1: 25.81 kOhm
saturation W/(2 ell sigma_v): 8.60 kOhm
sigma_eff/sigma at theta = 1, formula: 1.9645
sigma_eff/sigma at theta = 1, finite elements: 1.9645
R/rho at theta = 1, x = 2 um, Fourier: 0.04864
R/rho at theta = 1, x = 2 um, finite elements: 0.04862
-- gating of the gapped Dirac band
half-gap 15 meV, temperature 100 K, mobility 50000 cm2/Vs
diffusion constant at 2 kOhm: 769 cm2/s
valley lifetime: 29.3 ps
exponent 1 to 4 kOhm, only sigma_v drifts: 3.83
exponent 1 to 4 kOhm, only ell drifts: 2.57
exponent 1 to 4 kOhm, both drift: 3.40
\end{verbatim}
